# Positive highest eigenvalues of H⁻ and F⁻ with semilocal functionals: a numerical check

```python
"""Why semilocal functionals give H- and F- a positive highest eigenvalue.

Claim under test: the semilocal potential of an anion tends to +1/r because
the last electron repels itself.  A compact basis confines that electron at
a positive eigenvalue; a very diffuse basis lets part of it escape, and the
eigenvalue falls towards zero.
Symbols: r radius, v effective potential, w = v + l(l+1)/(2 r^2),
eps highest occupied eigenvalue, f occupation of the last electron,
f_c occupation at which eps = 0, A = E(f=0) - E(f=1).
Hartree atomic units throughout, except where eV is printed.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq, minimize
from pyscf import gto, scf, dft, lib

lib.num_threads(1)
EV = physical_constants['Hartree energy in eV'][0]
LDA = 'LDA_X,LDA_C_PW'


def make_anion(symbol, basis):
    return gto.M(atom=symbol + ' 0 0 0', basis={symbol: basis},
                 charge=-1, spin=0, verbose=0)


def set_options(mf, mol, xc):
    """Many radial points; few angular ones suffice for a spherical atom."""
    mf.xc = xc
    mf.grids.atom_grid = {mol.atom_symbol(0): (120, 50)}
    mf.grids.prune = None
    mf.small_rho_cutoff = 0


def restricted(mol, xc):
    """Closed-shell anion; xc = 'HF' means Hartree-Fock."""
    if xc == 'HF':
        mf = scf.RHF(mol)
    else:
        mf = dft.RKS(mol)
        set_options(mf, mol, xc)
    mf.conv_tol = 1e-10
    mf.max_cycle = 150
    mf.kernel()
    assert mf.converged
    return mf


def fractional(mol, symbol, f, dm_anion):
    """Spin-polarized LDA with f of the last electron (spherical shells)."""
    if symbol == 'H':
        patterns = ([1.0], [f])
    else:
        patterns = ([1.0] * 5, [1.0, 1.0] + [(2 + f) / 3] * 3)
    mf = dft.UKS(mol)
    set_options(mf, mol, LDA)
    mf.conv_tol = 1e-10
    mf.max_cycle = 150

    def occupations(mo_energy=None, mo_coeff=None):
        occ = np.zeros((2, len(mo_energy[0])))
        for s in range(2):
            order = np.argsort(mo_energy[s])
            occ[s, order[:len(patterns[s])]] = patterns[s]
        return occ

    mf.get_occ = occupations
    mf.kernel(dm0=np.array([dm_anion / 2, dm_anion / 2]))
    assert mf.converged
    level = np.sort(mf.mo_energy[1])[len(patterns[1]) - 1]
    return mf.e_tot, level


def lda_polarized(n_up, n_down):
    """Energy per electron and potentials of both spins."""
    exc, vxc = dft.libxc.eval_xc(LDA, np.array([n_up, n_down]), spin=1)[:2]
    v = np.asarray(vxc[0])
    if v.shape[0] != len(n_up):
        v = v.T
    return np.asarray(exc), v[:, 0], v[:, 1]


# Uniform radial grid for potentials and finite differences
step = 0.005
r = step * np.arange(1, 40001)


def hartree(radial_charge):
    inner = (np.cumsum(radial_charge) - 0.5 * radial_charge) * step
    g = radial_charge / r
    outer = (np.cumsum(g[::-1])[::-1] - 0.5 * g) * step
    return inner / r + outer


def lowest_level(w, radius):
    """Lowest radial state in a hard sphere, by finite differences."""
    m = int(round(radius / step)) - 1
    e, u = eigh_tridiagonal(1 / step**2 + w[:m],
                            np.full(m - 1, -0.5 / step**2),
                            select='i', select_range=(0, 0))
    return e[0], u[:, 0]


results = {}
for symbol, Z, l in (('H', 1, 0), ('F', 9, 1)):
    full = gto.basis.load('aug-cc-pvqz', symbol)
    mol = make_anion(symbol, [b for b in full if b[0] <= l])
    n_occ = (Z + 1) // 2
    print(f'--- {symbol}-, energies in hartree, lengths in bohr')
    levels = {}
    for name, xc in (('LDA', LDA), ('PBE', 'PBE,PBE'),
                     ('TPSS', 'TPSS,TPSS'), ('HF', 'HF')):
        mf = restricted(mol, xc)
        levels[name] = mf.mo_energy[n_occ - 1]
        if name == 'LDA':
            anion = mf
    print('eps: ' + ', '.join(f'{k} {x:+.4f}' for k, x in levels.items()))
    assert min(levels[k] for k in ('LDA', 'PBE', 'TPSS')) > 0
    assert levels['HF'] < 0
    eps = levels['LDA']

    # Effective potential rebuilt from the density on a radial line
    line = np.outer(r, np.ones(3) / np.sqrt(3))
    orbitals = mol.eval_gto('GTOval_sph', line) @ anion.mo_coeff[:, :n_occ]
    n = 2 * np.sum(orbitals**2, axis=1)
    v = (-Z / r + hartree(4 * np.pi * r**2 * n)
         + lda_polarized(n / 2, n / 2)[1])
    w = v + l * (l + 1) / (2 * r**2)
    shell = 2 * l + 1
    u = r * np.sqrt(4 * np.pi / shell
                    * np.sum(orbitals[:, -shell:]**2, axis=1))
    assert abs(np.sum(u**2) * step - 1) < 1e-4
    # Kinetic part from cell midpoints, first cell starting at u(0) = 0
    kinetic = np.sum(np.diff(u, prepend=0.0)**2) / (2 * step)
    eps_radial = kinetic + np.sum(w * u**2) * step
    print(f'LDA eps from radial integrals: {eps_radial:+.4f}')
    assert abs(eps_radial - eps) < 1e-3
    i30 = int(round(30 / step)) - 1
    print(f'r*v at r = {r[i30]:.0f}: {r[i30] * v[i30]:.4f}')
    assert abs(r[i30] * v[i30] - 1) < 1e-3

    # Outer barrier and classically forbidden region
    first = int(round(1 / step))
    top = first + np.argmax(w[first:])
    bare = first + np.argmax(v[first:])
    assert top > first and bare > first and w[top] > 0 and v[bare] > 0
    print(f'bare barrier: r {r[bare]:.2f}, height {v[bare]:.4f}')
    print(f'barrier with centrifugal term: r {r[top]:.2f}, '
          f'height {w[top]:.4f}, height - eps {w[top] - eps:+.4f}')
    forbidden = r[first:][w[first:] > eps]
    if len(forbidden):
        print(f'forbidden region from {forbidden[0]:.2f} '
              f'to {forbidden[-1]:.2f}')
    else:
        print('no forbidden region: level above the barrier')
    if symbol == 'F':
        assert eps < w[top]

    # Remove the self-interaction of the highest orbital
    n_i = u**2 / (4 * np.pi * r**2)
    v_h_self = hartree(u**2)
    v_xc_self = lda_polarized(n_i, np.zeros_like(n_i))[1]
    repulsion = np.sum(v_h_self * u**2) * step
    attraction = np.sum(v_xc_self * u**2) * step
    corrected = eps - repulsion - attraction
    print(f'self-Hartree {repulsion:.4f}, self-xc {attraction:.4f}, '
          f'corrected eps {corrected:+.4f}')
    assert corrected < 0
    assert np.max(v - v_h_self - v_xc_self) < 1e-4

    # Same frozen potential, small and large spheres
    e_small, _ = lowest_level(w, 12)
    e_large, u_large = lowest_level(w, 200)
    outside = np.sum(u_large[top:]**2) / np.sum(u_large**2)
    print(f'lowest l={l} level: sphere 12 {e_small:.4f}, '
          f'sphere 200 {e_large:.4f}')
    print(f'weight beyond barrier top, sphere 200: {outside:.5f}')
    if symbol == 'F':
        assert abs(e_small - eps) < 4e-3
    assert 0 < e_large < eps and outside > 0.95

    # Fractional filling: Janak's theorem and the energy minimum
    dm = anion.make_rdm1()
    e_zero, eps_zero = fractional(mol, symbol, 0.0, dm)
    e_half, eps_half = fractional(mol, symbol, 0.5, dm)
    slope = (fractional(mol, symbol, 0.51, dm)[0]
             - fractional(mol, symbol, 0.49, dm)[0]) / 0.02
    assert abs(slope - eps_half) < 2e-4
    affinity = e_zero - anion.e_tot
    if symbol == 'F':
        integral = (eps_zero + 4 * eps_half + eps) / 6
        print(f'minus integral of eps(f), Simpson: {-integral:.4f}')
        assert abs(affinity + integral) < 2e-3
    f_c = brentq(lambda f: fractional(mol, symbol, f, dm)[1],
                 0.5, 1.0, xtol=1e-4)
    e_c = fractional(mol, symbol, f_c, dm)[0]
    print(f'A {affinity:.4f} hartree = {affinity * EV:.3f} eV; '
          f'eps(1) = {eps * EV:+.3f} eV')
    print(f'eps(1/2) {eps_half:+.4f}, dE/df at 1/2 {slope:+.4f}')
    print(f'f_c {f_c:.3f}, E(1) - E(f_c) {anion.e_tot - e_c:.5f}')
    assert affinity > 0 and f_c < 1 and e_c < anion.e_tot
    results[symbol] = (f_c, e_c)

# Direct minimization for H- in nested Gaussian bases, logarithmic grid
# reaching close enough to the nucleus for the omitted core to be negligible
dx = 0.02
rho_r = np.exp(np.arange(np.log(1e-6), np.log(4e3), dx))
weight = rho_r * dx
coulomb = 1 / np.maximum.outer(rho_r, rho_r)


def exponents(count):
    return 400 / 2.5 ** np.arange(count)


def minimize_h_anion(count, tilt):
    """One orbital per spin; tilt mixes a diffuse part into the second."""
    a = exponents(count)
    gauss = np.exp(-np.outer(rho_r**2, a))
    norm = a**0.75
    B = rho_r[:, None] * gauss * norm
    D = (1 - 2 * np.outer(rho_r**2, a)) * gauss * norm
    t, U = eigh(0.5 * D.T @ (weight[:, None] * D),
                B.T @ (weight[:, None] * B))
    B = B @ U
    attraction_matrix = B.T @ ((weight / rho_r)[:, None] * B)
    h = np.diag(t) - attraction_matrix
    scale = 1 / np.sqrt(t + 0.05)

    def evaluate(x):
        c = x.reshape(2, count) * scale
        length = np.linalg.norm(c, axis=1)
        c = c / length[:, None]
        u = c @ B.T
        charge = np.sum(u**2, axis=0)
        v_h = coulomb @ (weight * charge)
        density = u**2 / (4 * np.pi * rho_r**2)
        exc, v_up, v_down = lda_polarized(density[0], density[1])
        energy = np.sum(weight * charge * (0.5 * v_h + exc))
        gradient, eps = [], []
        for s, v_xc in enumerate((v_up, v_down)):
            hc = h @ c[s]
            energy += c[s] @ hc
            fc = hc + B.T @ (weight * (v_h + v_xc) * u[s])
            e = c[s] @ fc
            eps.append(e)
            gradient.append(2 * (fc - e * c[s]) / length[s] * scale)
        return energy, np.concatenate(gradient), eps, charge

    start = eigh(np.diag(t) - 0.7 * attraction_matrix)[1][:, 0]
    far = np.zeros(count)
    far[0] = 1.0 if start[0] >= 0 else -1.0
    x0 = np.concatenate([start / scale, (start + tilt * far) / scale])
    best = minimize(lambda x: evaluate(x)[:2], x0, jac=True, method='BFGS',
                    options={'gtol': 1e-6, 'maxiter': 500})
    energy, gradient, eps, charge = evaluate(best.x)
    assert np.max(np.abs(gradient)) < 1e-3
    near = np.sum((weight * charge)[rho_r < 30])
    return energy, max(eps), near


same_basis = make_anion('H', [[0, [a, 1.0]] for a in exponents(11)])
reference = restricted(same_basis, LDA).e_tot
assert abs(minimize_h_anion(11, 0.0)[0] - reference) < 2e-4

print('--- H-, LDA, nested Gaussian bases')
print('smallest exponent (bohr^-2), E, eps (hartree), electrons r<30 bohr')
series = []
for count in (11, 12, 13, 15, 18, 22):
    energy, eps, near = minimize_h_anion(count, 0.1)
    series.append((energy, eps, near))
    print(f'{exponents(count)[-1]:.2e}  {energy:.5f}  {eps:+.5f}  {near:.3f}')
energies = np.array([s[0] for s in series])
assert np.all(np.diff(energies) < 2e-5)
assert series[0][1] > 0
assert 0 < series[-1][1] < series[0][1] / 4
f_c, e_c = results['H']
print(f'fractional filling predicts {1 + f_c:.3f} electrons, E {e_c:.5f}')
assert abs(series[-1][2] - (1 + f_c)) < 0.05
assert abs(series[-1][0] - e_c) < 3e-3

print('checks complete')
```

Printed output:

```
--- H-, energies in hartree, lengths in bohr
eps: LDA +0.0590, PBE +0.0628, TPSS +0.0622, HF -0.0459
LDA eps from radial integrals: +0.0590
r*v at r = 30: 1.0000
bare barrier: r 3.97, height 0.0950
barrier with centrifugal term: r 3.97, height 0.0950, height - eps +0.0360
forbidden region from 2.37 to 16.29
self-Hartree 0.3764, self-xc -0.2412, corrected eps -0.0763
lowest l=0 level: sphere 12 0.0594, sphere 200 0.0069
weight beyond barrier top, sphere 200: 1.00000
A 0.0341 hartree = 0.927 eV; eps(1) = +1.605 eV
eps(1/2) -0.0310, dE/df at 1/2 -0.0310
f_c 0.650, E(1) - E(f_c) 0.01087
--- F-, energies in hartree, lengths in bohr
eps: LDA +0.0487, PBE +0.0560, TPSS +0.0568, HF -0.1810
LDA eps from radial integrals: +0.0487
r*v at r = 30: 1.0000
bare barrier: r 3.85, height 0.1327
barrier with centrifugal term: r 2.19, height 0.2631, height - eps +0.2143
forbidden region from 1.26 to 21.48
self-Hartree 0.7432, self-xc -0.4552, corrected eps -0.2392
lowest l=1 level: sphere 12 0.0483, sphere 200 0.0069
weight beyond barrier top, sphere 200: 1.00000
minus integral of eps(f), Simpson: 0.1522
A 0.1522 hartree = 4.143 eV; eps(1) = +1.326 eV
eps(1/2) -0.1445, dE/df at 1/2 -0.1445
f_c 0.860, E(1) - E(f_c) 0.00345
--- H-, LDA, nested Gaussian bases
smallest exponent (bohr^-2), E, eps (hartree), electrons r<30 bohr
4.19e-02  -0.50987  +0.07156  2.000
1.68e-02  -0.51341  +0.05345  2.000
6.71e-03  -0.51418  +0.04494  2.000
1.07e-03  -0.51902  +0.01500  1.730
6.87e-05  -0.52275  +0.00279  1.653
1.76e-06  -0.52356  +0.00037  1.651
fractional filling predicts 1.650 electrons, E -0.52361
checks complete
```
